# Current through a floating conductor between two plasma regions

Two pads of equal area are joined by a conductor that touches nothing else. Pad 1 lies under plasma of potential \(\Phi_1\), pad 2 under plasma of potential \(\Phi_2\), and \(V=\Phi_1-\Phi_2\). If each pad collects the same ion current \(I_i\), and the electrons over both are Maxwellian with the same temperature \(T_e\) and the same saturation current, the conductor carries

\[
I=I_i\tanh\frac{eV}{2k_BT_e}
\]

from pad 1 to pad 2. Here \(e>0\) is the elementary charge, and current means conventional current. The ion current is taken as independent of the pad potential, the conductor has no resistance, and the state is steady. One more condition is needed: the electron saturation current \(I_{es}=rI_i\) must satisfy \(r\ge 1+\tanh(e|V|/2k_BT_e)\). It ensures that both pads repel electrons.

It is convenient to write \(T=k_BT_e/e\), a voltage numerically equal to the electron temperature in eV, and \(u=V/2T\).

The derivation begins with the electrons that reach one pad. Let the conductor have potential \(\phi\), below the plasma potential \(\Phi_k\) over pad \(k\). An electron loses kinetic energy \(e(\Phi_k-\phi)\) on its way to the pad. If it makes no collision in the sheath, it arrives only if its velocity component \(v\) towards the pad exceeds \(v_0\), where \(mv_0^2/2=e(\Phi_k-\phi)\) and \(m\) is the electron mass. For plasma density \(n\), the Maxwellian flux above this speed is

\[
\int_{v_0}^{\infty}v\,n\sqrt{\frac{m}{2\pi eT}}\,e^{-mv^2/2eT}dv
=n\sqrt{\frac{eT}{2\pi m}}\,e^{-(\Phi_k-\phi)/T},
\]

because \(v\,e^{-mv^2/2eT}\) is the derivative of \(-(eT/m)e^{-mv^2/2eT}\). Multiplying by \(e\) and by the pad area gives the electron current as a positive magnitude,

\[
I_{e,k}=I_{es}\,e^{-(\Phi_k-\phi)/T}.
\]

The prefactor is the current at zero drop. A pad above the plasma potential would still collect only \(I_{es}\) in this planar model.

Ions bring positive charge and electrons negative charge, so the current from plasma to pad is \(I_k=I_i-I_{e,k}\). The conductor has no other current path and its charge is steady, hence \(I_1+I_2=0\), or

\[
I_{e,1}+I_{e,2}=2I_i .
\]

The ratio of the two electron currents does not contain the unknown \(\phi\):

\[
\frac{I_{e,1}}{I_{e,2}}=e^{-(\Phi_1-\Phi_2)/T}=e^{-2u}.
\]

Putting \(I_{e,1}=e^{-2u}I_{e,2}\) into the sum gives \(I_{e,2}=2I_i/(1+e^{-2u})\). Multiplying numerator and denominator by \(e^u\), and using \(e^{\pm u}=\cosh u\pm\sinh u\), we obtain

\[
I_{e,2}=\frac{2I_ie^{u}}{e^u+e^{-u}}=I_i(1+\tanh u),\qquad
I_{e,1}=I_i(1-\tanh u).
\]

The current that enters at pad 1 and flows through the conductor to pad 2 is therefore

\[
I=I_i-I_{e,1}=I_i\tanh u .
\]

For \(V>0\), pad 1 repels electrons more strongly and collects a surplus of ions. Pad 2 collects a matching surplus of electrons. The conductor as a whole floats, although neither pad is at its own floating potential.

At small \(|V|\), \(\tanh u\simeq u\), so the system acts as a conductance

\[
\left.\frac{dI}{dV}\right|_{V=0}=\frac{I_i}{2T}.
\]

At large \(|V|\), the current tends to \(\pm I_i\). One pad then receives almost no electrons, while the other receives electrons at twice the ion rate. Since ions limit the total electron collection, a greater potential difference cannot drive more current.

The potential of the conductor follows from the sum condition. With \(\bar\Phi=(\Phi_1+\Phi_2)/2\), the plasma potentials are \(\Phi_{1,2}=\bar\Phi\pm V/2\), and

\[
I_{es}e^{(\phi-\bar\Phi)/T}\left(e^{-u}+e^{u}\right)=2I_i .
\]

The bracket equals \(2\cosh u\). Dividing by \(2I_{es}\cosh u\) and taking the logarithm gives

\[
\phi=\bar\Phi-T\left(\ln r+\ln\cosh u\right).
\]

A single pad in region \(k\) would float at \(\Phi_k-T\ln r\), where its ion and electron currents balance. The joined pair floats below the mean of these two potentials by \(T\ln\cosh u\). It is pulled towards the lower one because electron current depends exponentially on potential.

The exponential law holds at a pad only while \(I_{e,k}\le I_{es}\). The larger of the two electron currents is \(I_i(1+\tanh|u|)\), so the condition is \(r\ge1+\tanh|u|\). Since \(\tanh|u|<1\), \(r\ge2\) is sufficient at every voltage. If \(1<r<1+\tanh u\) with \(V>0\), pad 2 rises above its plasma potential and takes the full saturation current. Its current from the plasma is \(I_i-rI_i\), and charge balance gives

\[
I=-I_2=(r-1)I_i .
\]

At \(r=1.5\) and \(u=2\), solving the current balance numerically gives \(I/I_i=0.5000\), in agreement with this limit, while the hyperbolic tangent would give 0.9640. Pad 2 then lies \(2.9T\) above its plasma potential, where a real pad would repel ions, so this limit belongs to the model with fixed ion current rather than to a real pad.

The assumption of equal ion and electron saturation currents can be relaxed while \(T\) remains common. Let the ion currents be \(I_{i1},I_{i2}\) and the electron saturation currents \(A_1,A_2\). The sum and ratio are now

\[
I_{e,1}+I_{e,2}=I_{i1}+I_{i2},\qquad
\frac{I_{e,1}}{I_{e,2}}=\frac{A_1}{A_2}e^{-2u}=e^{-2(u+s)},
\]

with \(s=\tfrac12\ln(A_2/A_1)\). The same algebra gives \(I_{e,1}=\tfrac12(I_{i1}+I_{i2})[1-\tanh(u+s)]\). Subtracting this from \(I_{i1}\) yields

\[
I=\frac{I_{i1}-I_{i2}}2+\frac{I_{i1}+I_{i2}}2\tanh(u+s),
\]

provided both pads still repel electrons.

This form shows what equal densities imply. If electrons move freely between the regions and are in Boltzmann equilibrium at one temperature, their densities obey \(n_1/n_2=e^{V/T}=e^{2u}\). With saturation currents proportional to density, \(s=-u\), the second term vanishes, and \(I=(I_{i1}-I_{i2})/2\). The electron currents to the pads are then equal, and the conductor carries half the difference of the ion currents. If the ion currents are also proportional to density,

\[
\frac{I_{i1}-I_{i2}}{I_{i1}+I_{i2}}=\frac{e^{2u}-1}{e^{2u}+1}=\tanh u,
\]

so the current has the original form with \(I_i\) replaced by the mean ion current. Equal densities with \(V\ne0\), by contrast, require something that keeps the electrons out of this equilibrium. A magnetic field normal to the wafer can do so by hindering electron motion from one region to the other while leaving motion towards the pads free.

A resistance \(R\) in the conductor is a second useful case. The two pads then differ in potential by \(IR\), and the ratio of electron currents becomes \(e^{-(V-IR)/T}\). The sum condition is unchanged, so

\[
I=I_i\tanh\frac{V-IR}{2T}.
\]

For \(|V|\) up to about \(2T\), the resistance matters when it is comparable with \(2T/I_i\), the inverse of the small-voltage conductance. At much larger \(|V|\), where the current is saturated, it matters only when it is comparable with \(|V|/I_i\). For very large \(R\), the current falls towards \(V/R\), and each pad approaches its own floating potential. Nearly all of \(V\) then lies across the resistance. A good conductor thus has the larger current, and a nearly insulating link the larger voltage.

For numbers, consider a helium plasma over a test wafer with two exposed square pads of side 5 mm, joined by a covered metal line 10 cm long. Rough values are \(T=4.0\) V, \(V=6.0\) V and \(n=10^{10}\ \mathrm{cm^{-3}}\) over both pads.

The ion current needs a model of the sheath edge, where the plasma ceases to be neutral. Let \(\chi\) be the potential drop beyond that edge divided by \(T\), and let ions of mass \(M\) cross the edge at speed \(w\). Energy and flux conservation make the ion density, relative to its edge value, \((1+2\chi eT/Mw^2)^{-1/2}\simeq1-\chi eT/Mw^2\). The electron density is \(e^{-\chi}\simeq1-\chi\). The sheath must have positive charge, which requires \(w\ge\sqrt{eT/M}\). Taking the marginal value, the Bohm speed, gives 9.820 km/s. An ion accelerated to it from rest without collisions has crossed a drop \(T/2\), so the electron density at the edge is \(ne^{-1/2}\). The ion current density is

\[
J_i=e^{-1/2}en\sqrt{\frac{eT}{M}}=0.954\ \mathrm{mA/cm^2}.
\]

The pad area of 0.25 cm² gives \(I_i=238.6\) µA. Dividing the electron saturation current density by \(J_i\),

\[
r=e^{1/2}\sqrt{\frac{M}{2\pi m}}=56.2,
\]

far above the required value. With \(u=6.0/8.0=0.750\),

\[
I=238.6\times0.6351=151.5\ \text{µA}.
\]

The small-voltage conductance is \(238.6/8.0=29.8\) µA/V. Extended to 6 V it would predict 179 µA, which is 18 % above the tanh result, so saturation is already visible. With \(T\) held at 4 V, the numerical current balance gives \(I/I_i=0.124\) at 1 V, 0.905 at 12 V and 0.995 at 24 V, in agreement with the formula to the printed digits.

The conductor lies \(4.0\times(4.029+0.258)=17.15\) V below the mean plasma potential. The drops from plasma to pad are \(17.15\pm3.00\), that is 20.15 V at pad 1 and 14.15 V at pad 2.

These large drops make the current sensitive to the electron distribution. Suppose region 2 is at 3.6 eV instead of 4.0 eV, with \(V\) and both densities held fixed. The ratio \(r\) does not depend on temperature, so the floating potentials of separate pads now differ by \(6.0-0.4\times4.029=4.39\) V. The full current balance gives 121.4 µA, a fall of 19.9 %. Putting 4.39 V into the original formula at 4 eV gives 119 µA, so the reduced difference of floating potentials alone gives nearly the same fall, slightly too large. A 10 % temperature difference is therefore not a small correction here.

In this example, a hot electron component also lowers the current. For any distribution, if \(q=I_{e,2}/I_{e,1}\), the sum condition gives \(I=I_i(q-1)/(q+1)\). Cold electrons at 4 eV have \(q=e^{6/4}=4.48\), whereas electrons at 12 eV have \(q=e^{6/12}=1.65\). A mixture lies between these values. With 1 % of the density at 12 eV and the ion currents held fixed, the current is 130.9 µA, which is 13.6 % lower. So small a fraction matters because hot electrons cross the large drops much more easily. A depleted tail acts the other way: a Druyvesteyn distribution of the same mean energy, again with the ion currents held fixed, gives 218 µA, which is 44 % higher.

The ion currents are not strictly independent of potential either. With distance measured in Debye lengths at the sheath edge, Poisson's equation for the sheath described above is \(\chi''=(1+2\chi)^{-1/2}-e^{-\chi}\). Multiplying by \(\chi'\) and integrating from the edge, where \(\chi=\chi'=0\), gives

\[
\tfrac12\chi'^2=\sqrt{1+2\chi}+e^{-\chi}-2 .
\]

Integrating \(d\chi/\chi'\) between the two pad drops gives the difference in sheath thickness, 0.194 mm. This value places the full drops across the sheath, although \(T/2\) of each belongs to the region before its edge. Removing that part lowers the middle of the integration range from \(\chi=4.29\) to 3.79 and the slope there from 1.49 to 1.38, so the difference should be about 8 % greater.

If the collecting area of pad 1 extends sideways by this extra thickness \(\Delta\) on all four sides, a pad of side \(a\) gains the fraction \(4\Delta/a\) to first order. The uncorrected thickness gives 15.5 % more ion current at pad 1 and 19.9 % more conductor current. The result is an estimate of size. The sideways extension is assumed, and if it is measured from a surrounding surface that floats locally, pad 1 gains 10.0 % and pad 2 loses 5.5 %, which raises the conductor current by 14.5 % instead. The total thickness is not fixed by this model, because near the edge \(\chi'\propto\chi^{3/2}\) and the integral diverges there. Counted from \(\chi=0.1\), the sheath of pad 1 is 2.0 mm thick; from \(\chi=1\) it is 0.8 mm and from \(\chi=0.01\) it is 5.3 mm. It is not very thin beside a 5 mm pad.

Electron emission acts in the same direction. An electron that leaves a pad adds to the positive current just as an arriving ion does. Since both pads are negative to the plasma, assume that all emitted electrons escape. For rough yields of 0.25 electron per ion and 0.1 per photon, and a flux of \(10^{15}\) photons cm⁻² s⁻¹, the effective ion current density is

\[
0.954\times1.25+0.016=1.209\ \mathrm{mA/cm^2}.
\]

With the same emission at both pads, the tanh factor is unchanged and the current rises by 26.7 % to 192.0 µA. Most of this increase comes from ion impact, not from light.

Line resistance is a much smaller correction here. The line, 100 µm wide and 0.5 µm thick with resistivity 3 µΩ cm, has a resistance of 60 Ω. It drops 9.1 mV and reduces the current by 0.11 %. At 10 mTorr and 400 K, a charge-exchange cross section of \(3\times10^{-15}\ \mathrm{cm^2}\) gives an ion mean free path of 13.8 mm, about seven times the 2.0 mm over which \(\chi\) rises from 0.1 to its value at pad 1. Ionization and collisions before the sheath can still lower \(I_i\) by tens of per cent if \(n\) is the density several centimetres from the wafer. An equal change at both pads leaves the tanh factor intact. In a field of 5 mT, the electron gyroradius \(m\sqrt{eT/m}/eB\) is 0.95 mm, about a hundredth of the line length. This makes hindered motion between the regions plausible, but does not by itself predict a difference of 6 V. The conductor current must also return from region 2 to region 1, through the plasma or by way of the chamber walls, and this tends to reduce the difference. The value of \(V\) in the formula is therefore the one present with the conductor in place, and it may be smaller than the value before the pads were joined.

The stress on a dielectric depends on what lies on its other side. Take a body at the floating potential of region 1. Its potential exceeds that of the conductor by

\[
(\Phi_1-T\ln r)-\phi=\frac V2+T\ln\cosh u=3.00+1.03=4.03\ \mathrm V.
\]

For a body at the floating potential of region 2, the separation is \(3.00-1.03=1.97\) V, with the opposite sign. The first value is therefore the greatest for any body between these two potentials. Across 500 nm of low-k film it gives 0.081 MV/cm, under 2 % of a rough breakdown field of 5 MV/cm. With an ohmic resistivity of \(10^{14}\) Ω cm and 0.6 cm² of metal, the leakage is 484 pA, or \(3.2\times10^{-6}\) of the conductor current. Light may raise the film's conductivity, but it would have to do so about \(3\times10^5\) times for the leakage to equal \(I\).

A thin gate oxide is a different case. If the same 4.03 V fell across 5 nm, the field \(F\) would be 8.07 MV/cm. To size the tunnelling current, consider electrons in a metal at zero temperature whose energy of motion normal to the oxide lies \(\varepsilon\) below the Fermi level. Their transverse states number \(m\varepsilon/\pi\hbar^2\) per unit area, spin included, and each supplies a flux \(d\varepsilon/2\pi\hbar\). Hence

\[
J=\frac{em}{2\pi^2\hbar^3}\int\varepsilon P(\varepsilon)\,d\varepsilon,\qquad
P=\exp\left[-\frac{4\sqrt{2m_t}\,(b+\varepsilon)^{3/2}}{3\hbar eF}\right].
\]

The exponent is \(-(2/\hbar)\int\sqrt{2m_t(b+\varepsilon-eFx)}\,dx\), taken across the triangular barrier. With barrier \(b=3.1\) eV and tunnelling mass \(m_t=0.42m\), \(J=7.3\times10^{-6}\ \mathrm{A/cm^2}\), which is 0.8 % of the ion current density. If the body on the other side collects as much plasma current as a pad, even a gate as large as a pad would thus relieve little of the voltage, and the oxide would remain under high field. A body that receives no current from the plasma or any other source would lose this voltage by tunnelling, ever more slowly as the field falls. The current is very sensitive to the barrier: \(b=2.9\) or 3.3 eV gives \(1.3\times10^{-4}\) or \(3.6\times10^{-7}\ \mathrm{A/cm^2}\), and \(m_t=0.35m\) or \(0.5m\) gives \(1.2\times10^{-4}\) or \(4.0\times10^{-7}\ \mathrm{A/cm^2}\). The upper values are about 13 % of the ion current density, so the share of 0.8 % and the small relief of voltage are shown only for the stated \(b\) and \(m_t\). Image forces, band bending and traps are left out, so the number does not predict a lifetime or breakdown.

Helium plasmas are used to treat porous low-k films, and the density and pressure chosen here are rough values for low-pressure processing. The temperature is low for helium: by a simple balance of ionization and wall loss, a discharge that sustains itself at 10 mTorr in a gap of 10 to 20 cm needs about 5 to 8 eV. At 8 eV, the same \(n\) and \(V\) give 121 µA. The 5 mm pads and the 10 cm line belong to a test wafer; conductors on product chips are far smaller, and 6 V is a large difference to place across one. If the potential varied uniformly along the wafer, two such pads with centres 1 cm apart would lie under potentials about 0.6 V apart, and their conductor would carry 17 to 18 µA. Real wafers also break the assumptions of equal temperature, fixed ion current and no emission. Taken one at a time, the changes computed above for unequal temperature, hot electrons, sheath size and emission move the example's current by between about −20 % and +27 %. A depleted electron tail, or several changes together, can move it further. The value of 151.5 µA is therefore the result of the ideal model, not a prediction for a real wafer. Even its order of magnitude is not assured: with \(V\) and the densities fixed, a region 2 colder by \(6.0/4.029=1.49\) eV would give both pads the same floating potential, and the conductor would carry no current. The numerical output lists the inputs and the separate changes.

## Calculated quantities

```
INPUTS (rough typical values)
electron temperature = 4.0 eV; V = 6.0 V
plasma density = 1.0e+10 cm^-3; ion He+
pad side = 5.0 mm; pad area = 0.25 cm2
line length = 10 cm
line width = 100 um
line thickness = 0.5 um
line resistivity = 3.0 uohm cm
low-k thickness = 500 nm
low-k resistivity = 1e+14 ohm cm
low-k breakdown field = 5.0 MV/cm
gas: 10 mTorr, 400 K
charge-exchange area = 3.0e-15 cm2
magnetic field = 5.0 mT
RESULTS
Bohm speed = 9.820 km/s
ion current density = 0.9543 mA/cm2
electron saturation density = 53.61 mA/cm2
r = 56.18; ln r = 4.029
I_i = 238.6 uA
u = 0.750; tanh u = 0.6351; least r = 1.6351
conductor current I = 151.5 uA
small-V conductance = 29.82 uA/V
conductor minus mean plasma potential = -17.15 V
sheath drops: pad 1 20.15 V, pad 2 14.15 V
V=   1 V: I/I_i numeric 0.124353, tanh 0.124353
V=   3 V: I/I_i numeric 0.358357, tanh 0.358357
V=   6 V: I/I_i numeric 0.635149, tanh 0.635149
V=  12 V: I/I_i numeric 0.905148, tanh 0.905148
V=  24 V: I/I_i numeric 0.995055, tanh 0.995055
r=1.5, u=2: I/I_i numeric 0.5000, tanh 0.9640
NEGLECTED EFFECTS (change of I)
region 2 at 3.6 eV: 121.4 uA, -19.9 %
hot electrons 1 % at 12 eV: 130.9 uA, -13.6 %
sheath thickness (from 0.1 T drop) = 2.040 mm
sheath difference = 0.194 mm
edge gain of pad 1 = 15.5 %; I +19.9 %
yields: 0.25 per ion, 0.1 per photon
photon flux = 1e+15 cm^-2 s^-1
photoemission = 0.0160 mA/cm2
with both emissions: 192.0 uA, +26.7 %
line resistance = 60.0 ohm; IR = 9.08 mV
line resistance changes I by -0.107 %
ion mean free path = 13.8 mm
electron gyroradius = 0.95 mm
Boltzmann-linked densities: n1/n2 = 4.48
DIELECTRIC STRESS
greatest potential step = 4.03 V
low-k field = 0.0807 MV/cm
low-k leakage = 484.0 pA; over I = 3.2e-06
what-if oxide: 5 nm, barrier 3.1 eV, mass 0.42 m_e
oxide field = 8.07 MV/cm
oxide tunnelling = 7.30e-06 A/cm2
tunnelling / ion current density = 7.6e-03
```
